**Freeze-out and the geometric capacitance of a silicon diode**

When donors follow the signal, the capacitance is C = C_g + (C_d − C_g)/[1 + (ωτL/W)²], where C_d = εA/W and C_g = εA/L. Here W is the depletion width, L the thickness, A the area, ω the angular frequency and τ = ε/σ the bulk relaxation time. The program solves the linearized Poisson, electron-continuity and donor-rate equations on a grid and compares the result with this law and with an extension for slow donors. It asserts the static and geometric limits, agreement with this law at its midpoint within 8% for fast donors and with the extension within 10% from 100 kHz to 11.27 MHz, and convergence at 1 MHz on a finer grid. It also asserts that a thousandfold higher mobility keeps the 1 MHz capacitance well above C_g, while instantaneous donors do not. For the 25 K example, C falls from 3672 pF in the static limit to 116 pF at 1 MHz and 35.2 pF at the bulk relaxation frequency of 11.27 MHz, against C_g = 33.94 pF. The output also sizes fringe capacitance, field-assisted emission, excited donor states and the effect of doubled compensation.

## Check in Python

```python
"""
Result under test: in a partly frozen-out p+n silicon diode the capacitance
falls from Cd = eps*A/W to Cg = eps*A/L because the bulk stops conducting.
For donors that follow the signal,
    C = Cg + (Cd - Cg) / (1 + (omega*tau*L/W)**2),  tau = eps/(q*n*mu).
The fall is centred near omega*tau = W/L and is complete near omega*tau = 1.
Slow donors add a screening length to the blocked width.
Symbols: W depletion width, L thickness, A area, n bulk electron density,
mu mobility, eps permittivity, omega angular frequency.
The reference side solves linearized Poisson, electron continuity and donor
rate equations on a grid. Lengths are in cm, potentials in V, times in s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q = const.e
eps_r = 11.5
eps = eps_r * const.epsilon_0 / 100.0

# Rough typical parameters of a phosphorus-doped silicon diode
donors = 1.0e15
acceptors = 1.0e13
binding = 0.0455
dos_mass = 1.08
mobility = 2.0e4
capture = 1.0e-6
thickness = 300.0e-4
area = 1.0
bending = 6.0
temperature = 25.0
test_frequency = 1.0e6


def bulk_state(T, n_acc=acceptors):
    """Thermal voltage, band density, donor density n1, electron density."""
    vt = const.k * T / q
    band = 2.0 * (2 * np.pi * dos_mass * const.m_e * const.k * T
                  / const.h**2)**1.5 * 1e-6
    n1 = 0.5 * band * np.exp(-binding / vt)
    b = n_acc + n1
    source = n1 * (donors - n_acc)
    n = 2 * source / (b + np.sqrt(b*b + 4*source))
    return vt, band, n1, n


def static_profile(T, n_acc=acceptors, points=1500):
    """Steady profile from the first integral of Poisson's equation."""
    vt, _, n1, n = bulk_state(T, n_acc)
    v = -np.geomspace(bending / vt, 1e-3, points)
    r = n / n1
    integral = (donors * (-np.log1p(r) - v + np.log1p(r*np.exp(v)))
                + n_acc*v + n*np.expm1(v))
    field = np.sqrt(2*q*vt*integral/eps)
    x = cumulative_trapezoid(vt/field, v, initial=0.0)
    tail = x[-1] + np.geomspace(x[-1]-x[-2], thickness-x[-1], points//3)
    x_all = np.concatenate((x, tail))
    ratio = np.concatenate((np.exp(v), np.ones(len(tail))))
    return x_all, ratio, v, field


def grid_capacitance(f, T=temperature, mu=mobility, cap=capture,
                     n_acc=acceptors, points=1500):
    """Capacitance from potential and quasi-Fermi perturbations."""
    vt, _, n1, n = bulk_state(T, n_acc)
    x, ratio, _, _ = static_profile(T, n_acc, points)
    h = np.diff(x)
    iw = 2j*np.pi*f
    density = n*ratio
    ionized = donors/(1 + density/n1)
    response = 1 + cap*ionized/(iw + cap*n1 + cap*density)
    live = ratio > 1e-12
    cell = np.zeros(len(x))
    cell[1:-1] = 0.5*(h[1:] + h[:-1])
    screen = np.where(live, cell*q*density*response/(eps*vt), 0)
    link = np.where(live[1:] & live[:-1],
                    np.sqrt(ratio[1:]*ratio[:-1])/h, 0)
    iwt = iw*eps/(q*n*mu)
    size = 2*len(x)
    ab = np.zeros((5, size), dtype=complex)
    rhs = np.zeros(size, dtype=complex)
    k = np.arange(1, len(x)-1)
    # Potential rows: Gauss's law
    ab[4, 2*k-2] = 1/h[k-1]
    ab[0, 2*k+2] = 1/h[k]
    ab[2, 2*k] = -1/h[k-1] - 1/h[k] - screen[k]
    ab[1, 2*k+1] = screen[k]
    # Quasi-Fermi rows: charge conservation, scaled by local density
    a = k[live[k]]
    m = ratio[a]
    ab[4, 2*a-1] = link[a-1]/m
    ab[0, 2*a+3] = link[a]/m
    ab[2, 2*a+1] = -(link[a-1] + link[a] + iwt*screen[a])/m
    ab[3, 2*a] = iwt*screen[a]/m
    # Where electrons are absent their quasi-Fermi variable is inactive
    d = k[~live[k]]
    ab[2, 2*d+1] = 1
    ab[3, 2*d] = -1
    for row in (0, 1, size-2, size-1):
        ab[2, row] = 1
    rhs[0] = rhs[1] = 1
    answer = solve_banded((2, 2), ab, rhs)
    return float(np.real(eps*area*(answer[0]-answer[2])/h[0]))


vt, band, n1, n = bulk_state(temperature)
sigma = q*n*mobility
tau = eps/sigma
f_bulk = 1/(2*np.pi*tau)
W = np.sqrt(2*eps*bending/(q*(donors-acceptors)))
Cd = eps*area/W
Cg = eps*area/thickness
f_mid = f_bulk*W/thickness
screening = np.sqrt(eps*vt/(q*n))
emission = capture*n1


def two_layer(f):
    return Cg + (Cd-Cg)/(1+(2*np.pi*f*tau*thickness/W)**2)


def extended_layer(f):
    iw = 2j*np.pi*f
    y = iw*tau
    K = 1 + capture*(acceptors+n)/(iw+emission+capture*n)
    span = (W + (thickness-W)*y/(1+y)
            + screening/(np.sqrt(K)*(1+y)**1.5))
    return float(np.real(eps*area/span))


# Circuit algebra: complex impedances against the real closed form
for f in (0.1*f_mid, f_mid, test_frequency, f_bulk):
    w = 2*np.pi*f
    z_dep = 1/(1j*w*Cd)
    z_bulk = (thickness-W)/(area*(sigma+1j*w*eps))
    circuit = np.imag(1/(z_dep+z_bulk))/w
    assert abs(circuit/two_layer(f)-1) < 1e-9

# Static limit of the dynamic equations
C_slow = grid_capacitance(0.01*emission/(2*np.pi))
assert abs(C_slow/Cd-1) < 0.01

# Two-layer law when donors follow instantly; edge resistance is neglected
C_fast_donors = grid_capacitance(f_mid, cap=capture*1e6)
assert abs(C_fast_donors/two_layer(f_mid)-1) < 0.08

# Extended law; its sharp-edge approximation sets the tolerance
for f in (1e5, test_frequency, f_bulk):
    assert abs(extended_layer(f)/grid_capacitance(f)-1) < 0.10

# Grid refinement
C_test = grid_capacitance(test_frequency)
C_fine = grid_capacitance(test_frequency, points=3000)
assert abs(C_test/C_fine-1) < 0.01

# The fall is well advanced below the bulk rate and complete at it
assert test_frequency < f_bulk and C_test < 5*Cg
C_at_bulk = grid_capacitance(f_bulk)
assert abs(C_at_bulk/Cg-1) < 0.10
f_double = 10**brentq(lambda z: grid_capacitance(10**z)/Cg-2,
                     5, np.log10(f_bulk), xtol=1e-5)
assert f_mid < f_double < f_bulk

# Bulk conduction, not donor lag, controls the last fall
C_mobile = grid_capacitance(test_frequency, mu=1000*mobility)
C_lag_floor = eps*area/(W+screening)
assert C_mobile > 0.9*C_lag_floor and C_mobile > 10*Cg
C_instant = grid_capacitance(test_frequency, cap=capture*1e6)
assert C_instant < 5*Cg
for cap in (0.0, capture, capture*1e6):
    assert abs(grid_capacitance(10*f_bulk, cap=cap)/Cg-1) < 0.03

temperatures = (20, 23, 25, 27, 30, 35, 50)
scan = [grid_capacitance(test_frequency, T=T) for T in temperatures]
assert abs(scan[0]/Cg-1) < 0.05 and abs(scan[-1]/Cd-1) < 0.05

# Sizes of neglected or uncertain effects
_, _, v, field = static_profile(temperature)
edge_field = np.interp(-np.log(n/n1), v, field)
peak_lowering = np.sqrt(q*field[0]/(np.pi*eps))
edge_lowering = np.sqrt(q*edge_field/(np.pi*eps))
radius = np.sqrt(area/np.pi)
fringe = (thickness/(np.pi*radius)
          * (np.log(16*np.pi*radius/thickness)-1))
T_double = brentq(lambda T: bulk_state(T)[3]/n-2, 25, 30)
C_more_acceptors = grid_capacitance(test_frequency, n_acc=2*acceptors)
excited_gap = 0.012
excited = 5*np.exp(-excited_gap/vt)


def show(label, value, unit):
    print(f"{label}: {value:.4g} {unit}")


show("Temperature", temperature, "K")
show("Donor density", donors, "cm^-3")
show("Acceptor density", acceptors, "cm^-3")
show("Donor binding energy", binding, "eV")
show("Density-of-states mass", dos_mass, "electron masses")
show("Relative permittivity", eps_r, "(no unit)")
show("Mobility", mobility, "cm2/Vs")
show("Capture coefficient", capture, "cm3/s")
show("Thickness L", thickness*1e4, "um")
show("Area", area, "cm2")
show("Total band bending", bending, "V")
show("Thermal voltage", vt*1e3, "mV")
show("Band density Nc", band, "cm^-3")
show("Donor reference density n1", n1, "cm^-3")
show("Bulk electron density", n, "cm^-3")
show("Bulk conductivity", sigma, "S/cm")
show("Bulk relaxation rate", 1/tau, "s^-1")
show("Bulk relaxation frequency", f_bulk/1e6, "MHz")
show("Depletion width W", W*1e4, "um")
show("Electron screening length", screening*1e4, "um")
show("Depletion capacitance Cd", Cd*1e12, "pF")
show("Geometric capacitance Cg", Cg*1e12, "pF")
show("Two-layer midpoint frequency", f_mid/1e3, "kHz")
show("Grid frequency for C = 2 Cg", f_double/1e6, "MHz")
show("Donor emission rate", emission, "s^-1")
show("Grid static-limit C", C_slow*1e12, "pF")
show("Instant donors, C at midpoint", C_fast_donors*1e12, "pF")
show("Two-layer C at midpoint", two_layer(f_mid)*1e12, "pF")
for f in (1e2, 1e4, 1e5, 1e6, f_bulk, 10*f_bulk):
    print(f"f={f/1e3:.4g} kHz: grid C={grid_capacitance(f)*1e12:.4g} pF, "
          f"extended={extended_layer(f)*1e12:.4g} pF")
show("Two-layer C at 1 MHz", two_layer(test_frequency)*1e12, "pF")
show("1 MHz C, mobility x1000", C_mobile*1e12, "pF")
show("1 MHz C, instant donors", C_instant*1e12, "pF")
show("Frozen-donor layer C", C_lag_floor*1e12, "pF")
for T, C in zip(temperatures, scan):
    print(f"1 MHz grid C at {T} K: {C*1e12:.4g} pF")
show("Peak field", field[0]/1e6, "MV/cm")
show("Peak-field barrier lowering", peak_lowering, "eV")
show("Edge-field barrier lowering", edge_lowering, "eV")
show("Edge emission enhancement", np.exp(edge_lowering/vt), "times")
show("Excited-state gap, rough", excited_gap, "eV")
show("Excited/ground donor population", excited, "(ratio)")
show("Degeneracy measure n/Nc", n/band, "(ratio)")
show("Unguarded disk fringe / Cg", fringe, "(ratio)")
show("Warming that doubles n", T_double-temperature, "K")
show("1 MHz C, acceptors doubled", C_more_acceptors*1e12, "pF")
print("all assertions hold")
```

Printed output:

```
Temperature: 25 K
Donor density: 1e+15 cm^-3
Acceptor density: 1e+13 cm^-3
Donor binding energy: 0.0455 eV
Density-of-states mass: 1.08 electron masses
Relative permittivity: 11.5 (no unit)
Mobility: 2e+04 cm2/Vs
Capture coefficient: 1e-06 cm3/s
Thickness L: 300 um
Area: 1 cm2
Total band bending: 6 V
Thermal voltage: 2.154 mV
Band density Nc: 6.775e+17 cm^-3
Donor reference density n1: 2.278e+08 cm^-3
Bulk electron density: 2.25e+10 cm^-3
Bulk conductivity: 7.209e-05 S/cm
Bulk relaxation rate: 7.08e+07 s^-1
Bulk relaxation frequency: 11.27 MHz
Depletion width W: 2.775 um
Electron screening length: 7.801 um
Depletion capacitance Cd: 3669 pF
Geometric capacitance Cg: 33.94 pF
Two-layer midpoint frequency: 104.3 kHz
Grid frequency for C = 2 Cg: 1.823 MHz
Donor emission rate: 227.8 s^-1
Grid static-limit C: 3672 pF
Instant donors, C at midpoint: 1826 pF
Two-layer C at midpoint: 1851 pF
f=0.1 kHz: grid C=3635 pF, extended=3236 pF
f=10 kHz: grid C=3004 pF, extended=2980 pF
f=100 kHz: grid C=1279 pF, extended=1292 pF
f=1000 kHz: grid C=116.3 pF, extended=116.7 pF
f=1.127e+04 kHz: grid C=35.22 pF, extended=35.17 pF
f=1.127e+05 kHz: grid C=33.97 pF, extended=33.96 pF
Two-layer C at 1 MHz: 73.02 pF
1 MHz C, mobility x1000: 1129 pF
1 MHz C, instant donors: 74.16 pF
Frozen-donor layer C: 962.7 pF
1 MHz grid C at 20 K: 33.96 pF
1 MHz grid C at 23 K: 37.52 pF
1 MHz grid C at 25 K: 116.3 pF
1 MHz grid C at 27 K: 784.4 pF
1 MHz grid C at 30 K: 2504 pF
1 MHz grid C at 35 K: 3379 pF
1 MHz grid C at 50 K: 3670 pF
Peak field: 0.0432 MV/cm
Peak-field barrier lowering: 0.04652 eV
Edge-field barrier lowering: 0.005737 eV
Edge emission enhancement: 14.34 times
Excited-state gap, rough: 0.012 eV
Excited/ground donor population: 0.01905 (ratio)
Degeneracy measure n/Nc: 3.321e-08 (ratio)
Unguarded disk fringe / Cg: 0.09904 (ratio)
Warming that doubles n: 0.7921 K
1 MHz C, acceptors doubled: 55.95 pF
all assertions hold
```
